# Does oxygen cross a 2 nm high-k film in five seconds?: test program

```python
"""Does oxygen cross a thin film of thickness L during an anneal of time t?
Result under test: with tau = D*t/L**2 = 1/2 the rms displacement equals L,
the mean arrival time L**2/(2D) equals t, most atoms starting at a reflecting
surface have arrived, and the flux from a steady supply is nearly stationary.
D: diffusivity; c0: mobile oxygen concentration held at the surface;
n_ox: oxygen atoms per volume in newly formed oxide.
Lengths are in nm and times in s. Series are tested against a hopping master
equation and a finite-difference solution of the diffusion equation.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq

D_CM2 = 4e-15
D = D_CM2 * (constants.centi / constants.nano) ** 2
L = 2.0
T_ANNEAL = 5.0
HOP = 0.25
CELLS = 200


def arrived_fraction(tau):
    """Series for the fraction that has reached the lower interface."""
    odd = 2 * np.arange(200) + 1
    signs = (-1.0) ** np.arange(200)
    decay = np.exp(-odd**2 * np.pi**2 * tau / 4)
    return 1 - 4 / np.pi * np.sum(signs / odd * decay)


def flux_ratio(tau):
    """Series for interface flux divided by its steady value D*c0/L."""
    n = np.arange(1, 200)
    return 1 + 2 * np.sum((-1.0) ** n * np.exp(-n**2 * np.pi**2 * tau))


def delivered_ratio(tau):
    """Series for delivered oxygen per area divided by c0*L."""
    n = np.arange(1, 200)
    terms = (-1.0) ** n * np.exp(-n**2 * np.pi**2 * tau) / n**2
    return tau - 1 / 6 - 2 / np.pi**2 * np.sum(terms)


def free_walk_rms(diffusivity, time, hop):
    """Rms displacement from the full site distribution of a free walker."""
    half = 80
    sites = np.arange(-half, half + 1)
    rate = diffusivity / hop**2
    size = len(sites)
    generator = rate * (np.eye(size, k=1) + np.eye(size, k=-1)
                        - 2 * np.eye(size))
    start = np.zeros(size)
    start[half] = 1
    probability = expm(generator * time) @ start
    assert abs(probability.sum() - 1) < 1e-9
    return np.sqrt(np.sum(probability * (sites * hop) ** 2))


def film_hopping_generator(diffusivity):
    """Hops in the film: reflecting top site, absorbing lower interface."""
    rate = diffusivity / (L / CELLS) ** 2
    generator = rate * (np.eye(CELLS, k=1) + np.eye(CELLS, k=-1)
                        - 2 * np.eye(CELLS))
    generator[1, 0] = 2 * rate
    return generator


def hopping_arrived(diffusivity, time):
    """Fraction lost to the interface, for atoms starting at the top."""
    probability = expm(film_hopping_generator(diffusivity) * time)[:, 0]
    return 1 - probability.sum()


def supplied_film(diffusivity, time):
    """Finite-difference flux and delivered amount per area for c0 = 1."""
    h = L / CELLS
    x = np.arange(1, CELLS) * h
    size = CELLS - 1
    operator = diffusivity / h**2 * (
        np.eye(size, k=1) + np.eye(size, k=-1) - 2 * np.eye(size))
    steady = 1 - x / L
    missing = expm(operator * time) @ steady
    profile = steady - missing
    time_integral = time * steady - np.linalg.solve(operator,
                                                    missing - steady)

    def outflow(values):
        return diffusivity * (4 * values[-1] - values[-2]) / (2 * h)

    return outflow(profile), outflow(time_integral)


tau = D * T_ANNEAL / L**2
rms = np.sqrt(2 * D * T_ANNEAL)
mean_time = L**2 / (2 * D)
lag_time = L**2 / (6 * D)

# Free walker: second moment of the computed distribution.
assert abs(free_walk_rms(D, T_ANNEAL, HOP) - rms) < 1e-6
assert abs(rms - L) < 1e-9

# Mean arrival time: total time spent on all sites before absorption.
first_site = np.zeros(CELLS)
first_site[0] = 1
occupation = np.linalg.solve(-film_hopping_generator(D), first_site)
assert abs(occupation.sum() - mean_time) < 1e-6
assert abs(mean_time - T_ANNEAL) < 1e-9

# Series against numerical solutions; tolerance covers the grid error.
factors = (0.1, 0.5, 1.0, 2.0)
for factor in factors:
    scaled_tau = factor * tau
    flux, amount = supplied_film(factor * D, T_ANNEAL)
    assert abs(hopping_arrived(factor * D, T_ANNEAL)
               - arrived_fraction(scaled_tau)) < 2e-4
    assert abs(flux * L / (factor * D) - flux_ratio(scaled_tau)) < 2e-4
    assert abs(amount / L - delivered_ratio(scaled_tau)) < 2e-4

# Median arrival time and the lag of the late-time delivery line.
median_tau = brentq(lambda s: arrived_fraction(s) - 0.5, 0.1, 1.0)
median_time = median_tau * L**2 / D
assert abs(hopping_arrived(D, median_time) - 0.5) < 2e-4
assert median_time < mean_time
late_time = 40.0
late_flux, late_amount = supplied_film(D, late_time)
assert abs(late_time - late_amount / late_flux - lag_time) < 1e-3

# The verdict: likely at the stated D, unlikely at one tenth of it.
assert arrived_fraction(tau) > 0.5
assert flux_ratio(tau) > 0.98
assert arrived_fraction(0.1 * tau) < 0.01

first_term = 4 / np.pi * np.exp(-np.pi**2 * tau / 4)
growth_length = delivered_ratio(tau) * L

print(f"film thickness L: {L:.1f} nm")
print(f"anneal time t: {T_ANNEAL:.1f} s")
print(f"diffusivity D: {D_CM2:.1e} cm^2/s")
print(f"diffusivity D, converted: {D:.3f} nm^2/s")
print(f"tau = D t/L^2: {tau:.3f} (dimensionless)")
print(f"rms displacement sqrt(2 D t): {rms:.3f} nm")
print(f"length sqrt(D t): {np.sqrt(D * T_ANNEAL):.3f} nm")
print(f"chosen hop length: {HOP:.2f} nm")
print(f"hop rate in each direction: {D / HOP**2:.2f} 1/s")
print(f"mean number of hops in t: {2 * D / HOP**2 * T_ANNEAL:.1f}")
print(f"mean arrival time L^2/(2D): {mean_time:.3f} s")
print(f"median arrival time: {median_time:.3f} s")
print(f"first term of unarrived fraction: {first_term:.5f}")
print(f"full unarrived fraction: {1 - arrived_fraction(tau):.5f}")
print(f"arrived fraction at t: {arrived_fraction(tau):.4f}")
print(f"flux / steady flux at t: {flux_ratio(tau):.4f}")
print(f"time lag L^2/(6D): {lag_time:.3f} s")
print(f"delivered amount / (c0 L) at t: {delivered_ratio(tau):.4f}")
print(f"new oxide thickness / (c0/n_ox): {growth_length:.4f} nm")
for ratio in (0.01, 0.1):
    print(f"new oxide for c0/n_ox = {ratio:.2f}: "
          f"{growth_length * ratio:.4f} nm")
print(f"c0/n_ox needed for 0.1 nm new oxide: {0.1 / growth_length:.3f}")
for factor in factors:
    print(f"D times {factor:.1f}: tau {factor * tau:.3f}, "
          f"arrived {arrived_fraction(factor * tau):.4f}, "
          f"flux/steady {flux_ratio(factor * tau):.4f}")
print("no test failed")
```

It prints:

```
film thickness L: 2.0 nm
anneal time t: 5.0 s
diffusivity D: 4.0e-15 cm^2/s
diffusivity D, converted: 0.400 nm^2/s
tau = D t/L^2: 0.500 (dimensionless)
rms displacement sqrt(2 D t): 2.000 nm
length sqrt(D t): 1.414 nm
chosen hop length: 0.25 nm
hop rate in each direction: 6.40 1/s
mean number of hops in t: 64.0
mean arrival time L^2/(2D): 5.000 s
median arrival time: 3.787 s
first term of unarrived fraction: 0.37078
full unarrived fraction: 0.37078
arrived fraction at t: 0.6292
flux / steady flux at t: 0.9856
time lag L^2/(6D): 1.667 s
delivered amount / (c0 L) at t: 0.3348
new oxide thickness / (c0/n_ox): 0.6696 nm
new oxide for c0/n_ox = 0.01: 0.0067 nm
new oxide for c0/n_ox = 0.10: 0.0670 nm
c0/n_ox needed for 0.1 nm new oxide: 0.149
D times 0.1: tau 0.050, arrived 0.0031, flux/steady 0.0340
D times 0.5: tau 0.250, arrived 0.3146, flux/steady 0.8305
D times 1.0: tau 0.500, arrived 0.6292, flux/steady 0.9856
D times 2.0: tau 1.000, arrived 0.8920, flux/steady 0.9999
no test failed
```
